# Oxygen-potential profiles in mixed conductors by shooting on electronic current

## What dimensions already fix

A dense ceramic sheet of thickness $L$ conducts both oxide ions and electrons. Fuel is at $x=0$ and air at $x=L$. A steady current density $j$, counted positive towards air, passes through it. How is the oxygen potential distributed inside, and how much of the current is electronic?

Measure the oxygen chemical potential in volts,

$$u=\frac{\mu_{\mathrm{O_2}}}{4F}=\frac{V_T}{4}\ln p,\qquad V_T=\frac{RT}{F},$$

where $p$ is the oxygen pressure divided by 1 bar. The factor 4 counts the electrons needed to turn one O$_2$ into two O$^{2-}$. The data are then $j$, $L$, $V_T$, the boundary values $u_0$ and $u_L$, the ionic conductivity $\sigma_i$, and two constants $\sigma_n,\sigma_p$ that set the electron and hole conductivities at 1 bar. The only current density that can be built from $\sigma_i$, $V_T$ and $L$ is $\sigma_iV_T/L$, so the electronic current density must have the form

$$j_e=\frac{\sigma_iV_T}{L}\,\Phi\!\left(\frac{jL}{\sigma_iV_T},\frac{u_0}{V_T},\frac{u_L}{V_T},\frac{\sigma_n}{\sigma_i},\frac{\sigma_p}{\sigma_i}\right).$$

At open circuit, with fixed material and boundary potentials, the leakage therefore varies as $1/L$. What remains is to compute $\Phi$.

The example has round parameters in the regime of 10% gadolinia-doped ceria at 873 K: $\sigma_i=0.020$ S/cm, $L=500$ µm $=0.05$ cm and $V_T=75.23$ mV. The current scale is

$$\frac{0.020\times0.07523}{0.05}=0.0301\ \mathrm{A/cm^2}=30.1\ \mathrm{mA/cm^2}.$$

## The equation to integrate

The model is one-dimensional, isothermal and electroneutral, without cross coefficients between the carriers. A carrier of charge number $z$ obeys $j_k=-(\sigma_k/zF)\,d\eta_k/dx$, where $\eta_k$ is its molar electrochemical potential. With $z=-2$ for oxide ions and $z=-1$ for electrons,

$$j_i=\frac{\sigma_i}{2F}\frac{d\eta_O}{dx},\qquad j_e=\frac{\sigma_e}{F}\frac{d\eta_e}{dx}.$$

Holes in equilibrium with electrons have $\eta_h=-\eta_e$ and $z=+1$. The two signs cancel, so holes follow the same law as electrons and $\sigma_e$ is the sum of both conductivities.

Local equilibrium of $\mathrm{O^{2-}}\rightleftharpoons\tfrac12\mathrm{O_2}+2e^-$ means $\eta_O=\tfrac12\mu_{\mathrm{O_2}}+2\eta_e$. Differentiate and divide by $2F$:

$$\frac{j_i}{\sigma_i}=\frac{du}{dx}+\frac{j_e}{\sigma_e}.$$

In the steady state no oxygen and no charge accumulate, so $j_i$ and $j=j_i+j_e$ are constant, and hence $j_e$ is too. Eliminating $j_i$ gives

$$\frac{du}{dx}=f(u)=\frac{j-j_e}{\sigma_i}-\frac{j_e}{\sigma_e(u)}.\tag{1}$$

For $\sigma_e(u)$, use mass action. Removing oxygen creates a vacancy and two electrons, so $n^2[V]p^{1/2}$ is constant. If the dopant fixes the vacancy concentration $[V]$, then $n\propto p^{-1/4}$. The product of electron and hole concentrations is constant, so holes vary as $p^{1/4}$. Since $p=e^{4u/V_T}$,

$$\sigma_e(u)=\sigma_ne^{-u/V_T}+\sigma_pe^{u/V_T}.$$

Equation (1) is of first order, but $u$ is prescribed at both faces. The surplus condition determines the unknown constant $j_e$.

## A shot by hand

Take open circuit, $j=0$, and drop the holes for the moment. Electrons then leak towards air, which is a negative current. Define the positive number $\ell=-j_eL/(\sigma_iV_T)$, the position $\xi=x/L$, the shifted potential $v=(u-u_0)/V_T$, and $\kappa=\sigma_e(u_0)/\sigma_i$. Equation (1) becomes

$$\frac{dv}{d\xi}=\ell\left(1+\frac{e^{v}}{\kappa}\right).$$

Put $w=e^{-v}$. Then $dw/d\xi=-w\,dv/d\xi=-\ell(w+1/\kappa)$, which is linear. Integrating from air towards fuel gives

$$w(\xi)+\frac1\kappa=\left(w_L+\frac1\kappa\right)e^{\ell(1-\xi)}.$$

The fuel side has $p=10^{-26}$ and the air side $p=0.21$, so $u_0=-1.1259$ V, $u_L=-0.0294$ V and $\Delta u=u_L-u_0=1.0966$ V. The conductivity at the fuel face is $0.200$ S/cm, hence $\kappa=10$. At the air face $w_L=e^{-1.0966/0.07523}\approx5\times10^{-7}$, negligible beside $1/\kappa=0.1$. A trial $\ell$ thus arrives at the fuel face with

$$w(0)=0.1\,(e^\ell-1),\qquad v(0)=-\ln w(0),$$

and the target is $v(0)=0$.

- First shot, $\ell=2$: $w(0)=0.6389$ and $v(0)=+0.448$. The potential has not fallen far enough.
- Second shot, $\ell=3$: $w(0)=1.9086$ and $v(0)=-0.646$. It has fallen too far.
- The straight line between them crosses zero at $\ell=2+0.448/1.094=2.409$. This shot gives $v(0)=-0.013$.
- The line through the first and third shots gives $\ell=2.398$.

Here the root can also be written down: $0.1(e^\ell-1)=1$ requires $\ell=\ln11=2.398$. Multiplying by the current scale gives a leakage of 72.2 mA/cm².

The same shot supplies the profile. At $x=400$ µm, $1-\xi=0.2$ and $w=0.1(e^{0.4796}-1)=0.0615$. Because $p/p_0=e^{4v}=w^{-4}$, $\log_{10}p=-26+4.84=-21.16$. The numerical solution with holes gives $-21.15$.

## Why the general search cannot miss

With holes and an applied current, (1) is integrated numerically. Define the miss

$$M(j_e)=u(0;j_e)-u_0,\qquad u(L)=u_L\ \text{imposed}.$$

**Every shot arrives.** The sum of the two exponentials in $\sigma_e$ is at least $\sigma_{\min}=2\sqrt{\sigma_n\sigma_p}$. For $\sigma_n=6.325\times10^{-8}$ and $\sigma_p=3.0\times10^{-5}$ S/cm this is $2.75\times10^{-6}$ S/cm. For any finite trial current, $f$ is therefore bounded and $u$ cannot diverge inside the sheet.

**There is one root.** Let $q=\partial u/\partial j_e$ at fixed $u(L)$. Differentiating (1) gives

$$q'=f_u\,q-\left(\frac1{\sigma_i}+\frac1{\sigma_e}\right),\qquad q(L)=0,$$

with $f_u=\partial f/\partial u$. Multiply by $E(x)=\exp(-\int_0^xf_u\,dx')$, which turns the terms in $q$ into $(qE)'$, and integrate over the sheet:

$$q(0)=\int_0^L\left(\frac1{\sigma_i}+\frac1{\sigma_e}\right)E\,dx>0.$$

The miss thus rises strictly with $j_e$ and has at most one zero.

**The root is bracketed.** Let

$$j_*=j-\frac{\sigma_i\Delta u}{L}.$$

For $j_e=0$ the slope is $j/\sigma_i$, so $M(0)=\Delta u-jL/\sigma_i=-j_*L/\sigma_i$. For $j_e=j_*$ the slope is $\Delta u/L-j_*/\sigma_e$, so

$$M(j_*)=\Delta u-\Delta u+j_*\int_0^L\frac{dx}{\sigma_e}=j_*\int_0^L\frac{dx}{\sigma_e}.$$

The two misses have opposite signs unless $j_*=0$, in which case $j_e=0$ is the root.

At open circuit $j_*=-438.6$ mA/cm². Shots across the bracket give:

| $j_e$ (mA/cm²) | $M$ (V) |
|---:|---:|
| −438.64 | −0.9233 |
| −219.32 | −0.3749 |
| −109.66 | −0.0989 |
| 0 | +1.0966 |

The root is $j_e=-72.19$ mA/cm². The function bends strongly in the last interval, so an interpolating root finder should keep the bracket and fall back on bisection.

## The algorithm

1. Convert both boundary pressures to $u_0$ and $u_L$, and compute $j_*$.
2. If $j_*=0$, set $j_e=0$. Otherwise take $0$ and $j_*$ as the bracket.
3. For each trial $j_e$, integrate (1) from $u(L)=u_L$ to $x=0$ with adaptive steps, and evaluate $M$.
4. Reduce the bracket until $M$ and the uncertainty in $j_e$ are small enough.
5. Keep the last profile, and set $j_i=j-j_e$ and $p=e^{4u/V_T}$.

The voltage of the air side against the fuel side follows from the electrons: $V=-[\eta_e(L)-\eta_e(0)]/F=-\int_0^L(j_e/\sigma_e)\,dx$. Integrating (1) over the sheet then gives

$$V=\Delta u-\frac{j_iL}{\sigma_i}.\tag{2}$$

At open circuit, $V=1.0966-0.07219\times0.05/0.020=0.916$ V. The missing 0.18 V is the ohmic drop of the internal oxygen current.

The bracket survives if the conductivities also depend on position, as in a layered electrolyte, provided $\sigma_i$ does not depend on $u$, $\sigma_e$ keeps a positive minimum and $u$ is continuous across interfaces. One replaces $L/\sigma_i$ by $\int dx/\sigma_i(x)$; the two endpoint calculations and the sign of $q(0)$ are unchanged. What is lost is a property of the uniform sheet. There $f$ depends on $u$ alone, so a solution that reaches a zero of $f$ must be constant. The profile is therefore monotone and stays between its boundary values. In a layered sheet this argument no longer applies.

## Which electrode to start from

For a uniform sheet, separating (1) gives $L=\int_{u(0)}^{u(L)}du/f$. Let $G$ be this integral and $G'$ its derivative with respect to $j_e$ at fixed limits. Starting from fuel, the upper limit moves: $(du(L)/dj_e)/f(u_L)+G'=0$. Starting from air, the lower limit moves: $-(du(0)/dj_e)/f(u_0)+G'=0$. Dividing,

$$\frac{du(L)/dj_e}{du(0)/dj_e}=-\frac{f(u_L)}{f(u_0)}.$$

At open circuit $f=|j_e|(1/\sigma_i+1/\sigma_e)$. With $\sigma_e=2.04\times10^{-5}$ S/cm at the air face, this is about 3540 V/cm there and 3.97 V/cm at the fuel face. The ratio is $-892$. Finite differences of actual shots give $-2454$ V cm²/A from fuel and $+2.75$ V cm²/A from air, in agreement.

The electron and hole conductivities each change by a factor $e$ when $u$ changes by $V_T$, so $V_T$ divided by the sensitivity gives a scale of $j_e$ on which the miss can bend. It is about 0.03 mA/cm² from fuel and 27 mA/cm² from air. From fuel, a step of this size away from the root halves the slope of the miss on one side and multiplies it by about seven on the other. From air, the corresponding step changes the slope by less than a fifth. Starting from air makes the search easier. It does not make the root intrinsically sharper: a small integration error $\varepsilon$ at some $x$ acts like a thickness error $\varepsilon/f$ and, to first order, shifts $j_e$ by $\varepsilon/(f|G'|)$ in either direction.

The preference depends on the operating point. At $j=600$ mA/cm² the two end slopes are about 27 and 30 V/cm, and neither direction has a marked advantage.

## Reading the solutions

With the boundary potentials held fixed, the results are:

| $j$ | $j_e$ | $j_i$ | $V$ (V) |
|---:|---:|---:|---:|
| −150 | −179.0 | 29.0 | 1.024 |
| 0 | −72.2 | 72.2 | 0.916 |
| 150 | −8.4 | 158.4 | 0.701 |
| 600 | 0.062 | 599.9 | −0.403 |

Currents are in mA/cm².

**Open circuit.** Setting $j=0$ in (1) and separating gives

$$|j_e|L=\int_{u_0}^{u_L}\frac{\sigma_i\sigma_e}{\sigma_i+\sigma_e}\,du.$$

For electrons alone, $du=-V_T\,d\sigma_e/\sigma_e$, and the integral yields

$$|j_e|=\frac{\sigma_iV_T}{L}\ln\frac{\sigma_i+\sigma_ne^{-u_0/V_T}}{\sigma_i+\sigma_ne^{-u_L/V_T}}.$$

This is 72.16 mA/cm², against 72.19 with holes. Where holes matter, $\sigma_e\ll\sigma_i$ and the integrand is nearly $\sigma_e$. They therefore add about $V_T\sigma_pe^{u_L/V_T}/L=0.03$ mA/cm², which accounts for the difference.

The holes hardly affect the leakage, and they change the open-circuit profile appreciably only in about the last micrometre before air. There they raise $\sigma_e$ and widen the steep layer, which in this model would be only about 1 nm wide at its narrowest with electrons alone. At open circuit $\log_{10}p$ is $-21.2$ at 400 µm, $-16.7$ at 490 µm, $-12.3$ at 499 µm and $-0.7$ at the air face. The same electronic current must cross the region of smallest $\sigma_e$, where (1) demands a steep slope. The narrowest width $V_T/u'$ is 28.7 nm. At $j=150$ mA/cm² the electronic current is smaller, the steep layer is wider, and $\log_{10}p$ is already $-2.1$ at 499 µm.

**Reversed current is not yet electrolysis.** At $-150$ mA/cm² the ionic current is still positive: oxygen continues to move from air to fuel. The threshold follows from $j_i=0$, for which (1) reads $u'=-j/\sigma_e$. Hence

$$|j|L=\int_{u_0}^{u_L}\sigma_e\,du\simeq V_T\,\sigma_e(u_0),$$

since the other end terms are negligible here. This gives $0.07523\times0.200/0.05=0.301$ A/cm². To see that $j_i$ changes sign once, repeat the sensitivity calculation for $j$. It gives $\partial u(0)/\partial j=-A$ with $A=\int E\,dx/\sigma_i$, while $q(0)=A+B$ with $B=\int E\,dx/\sigma_e$. Keeping $M=0$ requires $dj_e/dj=A/(A+B)$, so $dj_i/dj=B/(A+B)>0$. Net oxygen transport from fuel to air needs $j$ below about $-301$ mA/cm².

**Strong electrolysis.** Now $j_i$ and $j_e$ are both negative. With $\rho=j_i/j_e$, the separated equation is

$$|j_e|L=\int_{u_0}^{u_L}\frac{du}{1/\sigma_e(u)-\rho/\sigma_i}.$$

The left side can grow without bound only if the denominator approaches zero. This happens first where $\sigma_e$ is largest, at the fuel face. Thus $\rho\to\sigma_i/\sigma_e(u_0)$ and

$$\frac{j_i}{j}=\frac{\rho}{1+\rho}\to\frac{\sigma_i}{\sigma_i+\sigma_e(u_0)}=\frac1{11}=0.0909.$$

A shot at $-5$ A/cm² gives 0.0909. This is a check of the limit, not a proposed operating point. Most of the sheet then sits near the fuel-side potential, and extra current is mainly electronic.

**Beyond short circuit.** If $V=0$, then $j_e=0$, the profile of $u$ is linear and $j=\sigma_i\Delta u/L=438.6$ mA/cm². At 600 mA/cm² an external source drives the cell, $V$ is negative and $j_e$ is positive. The ionic term alone would raise $u$ by 1.50 V across the sheet. A small electronic current, acting mainly where $\sigma_e$ is near its minimum, removes the excess 0.40 V.

## The model beside a ceria cell

The conductivities are rough typical values for this material and temperature, and the fuel pressure corresponds roughly to hydrogen with about a tenth steam. The 500 µm thickness describes a pellet. In a much thinner film, the faces can no longer be assumed to sit at the gas potentials. Let each electrode have an oxygen-exchange resistance $r$, so that the interior faces lie at $u_L-rj_i$ and $u_0+rj_i$. For a rough $r=0.2$ Ω cm², the open-circuit leakage of the pellet falls from 72.2 to 67.3 mA/cm², or by 7%. For a 10 µm film it falls from 3609 to 927 mA/cm², or by 74%. The new dimensionless group $r\sigma_i/L$ is 0.08 in the pellet and 4 in the film, so the $1/L$ law no longer holds. Real electrodes may also respond nonlinearly.

Reduction also adds vacancies, which the fixed $\sigma_i$ ignores. With neutrality $2[V]=[\mathrm{Gd}]+n$ and $y=n/[\mathrm{Gd}]$, mass action becomes $y^2(1+y)=y_0^2$, where $y_0$ is the value at fixed $[V]$. A rough electron mobility of $4\times10^{-3}$ cm²/Vs and a dopant density of $2.5\times10^{21}$ cm⁻³ give 12% more vacancies at the fuel face. The leakage rises to 74.1 mA/cm², or by 3%. Both figures depend strongly on the mobility: at $1\times10^{-3}$ cm²/Vs, with the same $\sigma_n$, they become 42% and 9%.

The formal Debye length, for a rough relative permittivity of 30, is 0.16 nm. That is below atomic spacing and should not be read literally, but it gives no reason to abandon neutrality in the 29 nm layer. If the grains are larger than this layer, however, a conductivity averaged over grains and boundaries is doubtful there.

Dissipation heats the sheet only slightly. Its bulk value is $\int(j_i^2/\sigma_i+j_e^2/\sigma_e)\,dx=j_i\Delta u-jV$, at most 0.185 W/cm² for the three cases with $|j|\le150$ mA/cm². Placing all of it at the midplane, with both faces held at 873 K and a rough thermal conductivity of 0.02 W/(cm K), bounds the temperature rise due to dissipation by 0.12 K. Reversible heats, such as that of electron–hole recombination, are not included. The numerical output lists the profiles and the remaining values.

## Calculated quantities

```
T = 873 K, RT/F = 75.23 mV, L = 500 um
ionic conductivity = 0.020 S/cm
electron part at 1 bar = 6.325e-08 S/cm
hole part at 1 bar = 3.0e-05 S/cm
electronic conductivity, fuel face = 0.2000 S/cm
electronic conductivity, air face = 2.040e-05 S/cm
O2 pressure: fuel 1e-26 bar, air 0.21 bar
u_fuel = -1.1259 V, u_air = -0.0294 V
u_air - u_fuel = 1.0966 V
short-circuit current = 438.6 mA/cm2
trial shots at j = 0: je (mA/cm2), miss in u(0) (V)
    -438.64    -0.9233
    -328.98    -0.6491
    -219.32    -0.3749
    -109.66    -0.0989
       0.00     1.0966
j, je, ji (mA/cm2), V (V)
   -150.0  -178.9779    28.978    1.0241
      0.0   -72.1872    72.187    0.9161
    150.0    -8.3980   158.398    0.7006
    600.0     0.0619   599.938   -0.4033
log10(pO2/bar) at x (um) for j = -150, 0, 150 mA/cm2
     0   -26.000   -26.000   -26.000
   100   -25.421   -25.056   -24.154
   200   -24.735   -24.028   -22.275
   300   -23.850   -22.825   -20.292
   400   -22.470   -21.153   -17.930
   450   -21.179   -19.724   -16.179
   490   -18.303   -16.728   -12.720
   499   -14.149   -12.317    -2.072
   500    -0.678    -0.678    -0.678
leakage without holes, formula = 72.1567 mA/cm2
du(L)/dje shooting from fuel = -2453.7 V cm2/A
du(0)/dje shooting from air = 2.750 V cm2/A
ratio from end slopes = -892.1
ionic share at -150 mA/cm2 = -0.1932
ionic share at -5 A/cm2 = 0.09091, limit = 0.09091
electrode resistance, each (rough) = 0.2 ohm cm2
  L = 500 um: leakage 72.19 -> 67.33 mA/cm2
  L = 10 um: leakage 3609.36 -> 926.68 mA/cm2
mobility 4e-03 cm2/Vs, dopant 2.5e+21 cm^-3 (rough)
extra vacancies at fuel face = 11.81 %
leakage with extra vacancies = 74.094 mA/cm2
Debye length (permittivity 30) = 0.158 nm
steepest-layer width VT/u' = 28.7 nm
largest heat release, |j| <= 150 mA/cm2 = 0.1854 W/cm2
heating bound (0.02 W/cm K) = 0.116 K
```
